\section*{Photoconductive gain of an illuminated bar with trapped holes}

\section*{Question}

A bar of lightly doped n-type silicon lies between two metal contacts a distance $L=10\ \mu\mathrm{m}$ apart. A steady bias $V=5$ V is applied. Weak light creates electron--hole pairs uniformly at a rate $g$ per unit volume and time, one pair for each absorbed photon. The bar contains hole traps, which capture each photohole at once and hold it until an electron recombines with it, after a mean time $\tau=1\ \mu\mathrm{s}$. The electron mobility is $\mu=1000\ \mathrm{cm^2/Vs}$.

The contacts are ohmic: they accept every electron that arrives and supply any electron that the bar requires. Unless a part says otherwise, the field is uniform and the electron drift velocity is proportional to it. The symbol $F$ denotes the magnitude of the field, and $e$ is the positive elementary charge.

The photoconductive gain $G$ is the number of extra electrons passing through the external circuit per absorbed photon, with the bias held fixed.

For numerical currents, take a width of $100\ \mu\mathrm{m}$, a thickness of $1\ \mu\mathrm{m}$, a dark electron density $n_0=10^{15}\ \mathrm{cm^{-3}}$ and $g=10^{19}\ \mathrm{cm^{-3}\,s^{-1}}$.

\section*{Part (a): density and transit time}

\textbf{Find the steady excess electron density and the time an electron takes to cross the bar.}

\subsection*{Model answer}

Each trapped hole recombines with probability $1/\tau$ per unit time. The density $p_t$ of trapped holes therefore obeys
\begin{equation}
\frac{dp_t}{dt}=g-\frac{p_t}{\tau}.
\end{equation}
In the steady state the left side vanishes, so $p_t=g\tau$. The bar stays neutral, because any net positive charge draws in electrons from the cathode. The excess electron density $\Delta n$ then equals $p_t$:
\begin{equation}
\Delta n=g\tau=(10^{19}\ \mathrm{cm^{-3}\,s^{-1}})(10^{-6}\ \mathrm{s})=10^{13}\ \mathrm{cm^{-3}}.
\end{equation}
This is 1\% of $n_0$, which is the sense in which the light is weak.

Since the mobility is given in $\mathrm{cm^2/Vs}$, the spacing is written as $L=10^{-3}$ cm. The field and the drift velocity are
\begin{align}
F&=\frac{V}{L}=\frac{5\ \mathrm{V}}{10^{-3}\ \mathrm{cm}}=5000\ \mathrm{V/cm},\\
v&=\mu F=(1000)(5000)\ \mathrm{cm/s}=5\times10^{6}\ \mathrm{cm/s}.
\end{align}
The transit time follows as
\begin{equation}
t_{\rm tr}=\frac{L}{v}=\frac{L^2}{\mu V}
=\frac{10^{-3}\ \mathrm{cm}}{5\times10^{6}\ \mathrm{cm/s}}=0.2\ \mathrm{ns}.
\end{equation}
One factor of $L$ comes from the distance to be covered and the other from the field, which weakens as the same bias is spread over a longer bar.

\section*{Part (b): the gain}

\textbf{Derive the gain in terms of $\mu$, $\tau$, $V$ and $L$, and evaluate it. Find the photocurrent and compare it with the dark current.}

\subsection*{Model answer}

Let $A$ be the cross-section of the bar. The current is $en_0\mu FA$ in the dark and $e(n_0+\Delta n)\mu FA$ in the light. The trapped holes do not move and carry no current. The photocurrent is the difference,
\begin{equation}
I_{\rm ph}=e\,\Delta n\,\mu FA=e\,g\tau\,\mu\frac{V}{L}A .
\end{equation}
The volume is $AL$, so photons are absorbed at the rate $gAL$. Dividing the extra electrons per second by the photons per second gives
\begin{equation}
G=\frac{I_{\rm ph}/e}{gAL}
=\frac{g\tau\mu VA/L}{gAL}
=\frac{\mu\tau V}{L^2}=\frac{\tau}{t_{\rm tr}} .
\label{gain}
\end{equation}
The light intensity and the cross-section cancel. With the data,
\begin{equation}
G=\frac{(1000\ \mathrm{cm^2/Vs})(10^{-6}\ \mathrm{s})(5\ \mathrm{V})}{(10^{-3}\ \mathrm{cm})^2}
=\frac{5\times10^{-3}\ \mathrm{cm^2}}{10^{-6}\ \mathrm{cm^2}}=5000 .
\end{equation}
The units cancel, as they must for a ratio of two numbers of particles.

For the currents, $A=(10^{-2}\ \mathrm{cm})(10^{-4}\ \mathrm{cm})=10^{-6}\ \mathrm{cm^2}$ and $AL=10^{-9}\ \mathrm{cm^3}$. The bar absorbs $gAL=10^{10}$ photons per second. One electron per photon would give a primary current of 1.602 nA. The photocurrent is 5000 times larger, $8.01\ \mu\mathrm{A}$.

The dark current is $en_0vA=801\ \mu\mathrm{A}$. The light therefore changes the total current by 1\%, the same fraction as $\Delta n/n_0$. A large gain does not by itself imply a large contrast between light and dark.

The gain also has a price in speed. When the light is switched off, the equation of part (a) with $g=0$ gives $\Delta n\propto e^{-t/\tau}$, so the response rate is $1/\tau$. The product of gain and response rate is $G/\tau=1/t_{\rm tr}$. At fixed transit time, a longer lifetime raises the gain and slows the detector by the same factor.

\section*{Part (c): where the electrons come from}

\textbf{One photon frees one electron. Explain how thousands can pass through the circuit, by counting arrivals at the anode. Then find the mean charge moved per photon if the cathode does not replace an electron that leaves.}

\subsection*{Model answer}

When the photoelectron leaves at the anode, the trapped hole remains and the bar would be left positively charged. The cathode supplies another electron, which crosses in its turn. This continues until the hole recombines. The extra electrons come from the contact, and the bias source supplies the energy they dissipate. The photon has merely switched on an additional conducting electron for a time $\tau$ on average.

To count the arrivals, let the first electron start after a fraction $u$ of the way from cathode to anode, with $u$ uniformly distributed between 0 and 1. Let the hole survive for a time $T$. In units of $L$, the total path travelled is $T/t_{\rm tr}$, and the number of arrivals is the integer part of $u+T/t_{\rm tr}$.

Write $T/t_{\rm tr}=m+f$, with $m$ an integer and $0\le f<1$. There are $m+1$ arrivals if $u\ge1-f$, which has probability $f$, and $m$ arrivals otherwise. The mean over $u$ is
\begin{equation}
(m+1)f+m(1-f)=m+f=\frac{T}{t_{\rm tr}} .
\end{equation}
Averaging over $T$, whose mean is $\tau$, gives $\tau/t_{\rm tr}$, in agreement with equation (\ref{gain}). A random simulation of one million photons, with exponentially distributed $T$, counted 5010 arrivals per photon. The expected statistical error is $5000/\sqrt{10^6}=5$, so the count lies two standard errors from 5000.

Without replacement, the electron may stop short of the anode. The charge it moves through the circuit follows from energy: in a displacement $dx$ the field does work $eF\,dx$, the source supplies $V\,dq$, and $F=V/L$. Hence $dq=e\,dx/L$. Let $y=1-u$ be the fraction of the bar still to be crossed and let $r=\tau/t_{\rm tr}$. The charge moved, in units of $e$, is the smaller of $T/t_{\rm tr}$ and $y$.

The electron is still free after covering a fraction $z$ with probability $e^{-z/r}$. For given $y$, the mean path is therefore
\begin{equation}
\int_0^y e^{-z/r}\,dz=r\left(1-e^{-y/r}\right).
\end{equation}
Averaging over $y$ gives
\begin{equation}
\frac{\langle q\rangle}{e}=\int_0^1 r\left(1-e^{-y/r}\right)dy
=r\left[1-r\left(1-e^{-1/r}\right)\right].
\end{equation}
For $r\ll1$ this tends to $r$: most electrons recombine before reaching a contact, and replacement hardly matters. For $r\gg1$, the expansion $1-e^{-1/r}\simeq 1/r-1/(2r^2)$ gives $\langle q\rangle/e\to\tfrac12$. The simulation gave 0.500 for the present data. The mean cannot exceed one half, because the path cannot exceed $y$, whose mean is one half.

This second result describes a single photon in a fixed field. Under steady light, unreplaced electrons would leave a growing positive charge behind and the field would not stay uniform.

\section*{Part (d): holes that move}

\textbf{Suppose the holes drift with an effective mobility $\mu_h$, averaged over the time they spend in traps, and that $\tau$ is unchanged. The cathode removes every hole that reaches it. Neglect diffusion and find the gain. How small must $\mu_h$ be for the answer to part (b) to hold?}

\subsection*{Model answer}

Holes drift from anode to cathode, so in this part $x$ is measured from the anode. The excess hole density $p$ is far below $n_0$, and the field is therefore nearly unperturbed. With $v_h=\mu_hV/L$, the steady balance between drift, generation and recombination is
\begin{equation}
v_h\frac{dp}{dx}=g-\frac{p}{\tau},\qquad p(0)=0 .
\end{equation}
The boundary condition states that the anode injects no excess holes. No condition is needed at the cathode, because holes that arrive there are removed. If the cathode blocked them instead, they would pile up beside it and keep extra electrons in the bar until they recombined, and the result below would not apply. The solution is
\begin{equation}
p(x)=g\tau\left(1-e^{-x/(v_h\tau)}\right),
\end{equation}
as substitution confirms: both sides of the balance equal $g\,e^{-x/(v_h\tau)}$.

Define $s=v_h\tau/L=\mu_h\tau V/L^2$, the distance a hole drifts in its lifetime divided by the spacing. The mean density is
\begin{equation}
\bar p=\frac1L\int_0^Lp\,dx=g\tau\left[1-s\left(1-e^{-1/s}\right)\right].
\end{equation}

The total current is the same at every $x$, so it may be averaged over the bar. Neutrality gives $\Delta n=p$, and both carriers contribute to the current. A small local change $\delta F$ of the field adds $en_0\mu\,\delta F$ to the current density, but this averages to zero because the bias is fixed and $\int\delta F\,dx=0$. The extra current density is thus $e(\mu+\mu_h)F\bar p$. Dividing by $egL$ gives
\begin{equation}
G=\frac{(\mu+\mu_h)\tau V}{L^2}\left[1-s\left(1-e^{-1/s}\right)\right].
\label{moving}
\end{equation}

For $s\ll1$ the exponential is negligible and the bracket is $1-s$. If also $\mu_h\ll\mu$, equation (\ref{gain}) returns. For $s\gg1$ the bracket tends to $1/(2s)$, and
\begin{equation}
G\to\frac{(\mu+\mu_h)\tau V}{L^2}\,\frac{L^2}{2\mu_h\tau V}
=\frac12\left(1+\frac{\mu}{\mu_h}\right).
\end{equation}
The lifetime and the bias have dropped out. The hole leaves through the cathode before it recombines, and the need for replacement electrons ends with its departure.

The boundary between the two regimes is $s=1$, or
\begin{equation}
\mu_h=\frac{L^2}{\tau V}=\frac{10^{-6}\ \mathrm{cm^2}}{(10^{-6}\ \mathrm{s})(5\ \mathrm{V})}=0.2\ \mathrm{cm^2/Vs}.
\end{equation}
The effective hole mobility must be far below this value. The table compares equation (\ref{moving}) with a numerical solution that includes hole diffusion at 300 K and sets $p=0$ at both contacts.
\begin{center}
\begin{tabular}{cccc}
$\mu_h$ ($\mathrm{cm^2/Vs}$) & $s$ & $G$, drift & $G$, with diffusion\\
0.002 & 0.01 & 4950 & 4912\\
0.02 & 0.1 & 4500 & 4451\\
0.2 & 1 & 1840 & 1817\\
450 & 2250 & 1.61 & 1.59
\end{tabular}
\end{center}
Diffusion lowers each gain by about 1\% relative to the drift formula. Both columns assume neutrality, which fails over lengths shorter than $\varepsilon F/(en_0)\approx0.03L$, with $\varepsilon$ the permittivity. If the contacts hold the electron density at $n_0$, space charge shifts the entries by a further 1 to 3\%, so the table is accurate only to a few percent. The last row uses a rough mobility for free holes in silicon. Without effective trapping, the gain is of order one even though $\mu\tau V/L^2$ is still 5000.

\section*{Part (e): charge injected by the cathode}

\textbf{An ohmic cathode holds a large reserve of electrons, so the field there is nearly zero. Estimate how the injected charge alters the dark current and the gain when the holes are trapped. Neglect diffusion.}

\subsection*{Model answer}

Now measure $x$ from the cathode. Let $N$ be the fixed positive density, equal to $n_0$ in the dark and $n_0+\Delta n$ in the light, and let $\varepsilon$ be the permittivity. The field points from anode to cathode, towards negative $x$, so Gauss's law for its magnitude reads
\begin{equation}
\frac{dF}{dx}=\frac{e}{\varepsilon}(n-N),\qquad J=e\mu nF .
\end{equation}
Here $J$ is the magnitude of the current density. Far from the cathode $n=N$, and the field is $F_\infty=J/(e\mu N)$. Since $J$ is uniform, $n=NF_\infty/F$, and
\begin{equation}
\frac{dF}{dx}=\frac{eN}{\varepsilon}\,\frac{F_\infty-F}{F}.
\end{equation}
The bias is $V=\int_0^LF\,dx$. Changing variable from $x$ to $F$ gives
\begin{equation}
F_\infty L-V=\int_0^L(F_\infty-F)\,dx
=\frac{\varepsilon}{eN}\int_0^{F(L)}F\,dF
\simeq\frac{\varepsilon F_\infty^2}{2eN}.
\end{equation}
The last step sets $F(L)\simeq F_\infty$, valid when the field recovers over a distance much shorter than $L$.

Let $n_s=\varepsilon V/(eL^2)$, which is $3.23\times10^{13}\ \mathrm{cm^{-3}}$ here, and let $\phi=F_\infty L/V$. Then $\phi=1+(n_s/2N)\phi^2$. Solving by iteration to second order,
\begin{equation}
\phi\simeq1+\frac{n_s}{2N}+\frac{n_s^2}{2N^2},\qquad
J=e\mu\frac VL\left(N+\frac{n_s}{2}+\frac{n_s^2}{2N}\right).
\end{equation}
In the dark the correction is close to $n_s/(2n_0)=1.6\%$. Numerical integration of the field equation gives 1.67\%.

The term $n_s/2$ does not depend on $N$. It is the same in the dark and in the light, and it cancels from the photocurrent. What remains is a relative change of the gain of about $-n_s^2/(2n_0^2)$, or $-0.05\%$. The numerical integration gives a gain of 4997. These small corrections belong to the model without diffusion and with a uniform density of trapped holes. If capture is proportional to the local electron density, as in part (f), the injected electrons empty the traps near the cathode, and the gain falls at first order, by about $n_s/(3n_0)\approx1\%$. At heavily doped contacts, electrons also diffuse into the bar, which can raise the dark current by about 5\% and, for uniform trapped holes, the gain by about 2\%. The estimate requires $n_s\ll n_0$; in a much purer bar the injected charge would dominate and the expansion would fail.

\section*{Part (f): a silicon device at this bias}

\textbf{The electron velocity in silicon saturates near $v_{\rm sat}=10^7$ cm/s. With the holes still trapped and $\tau$ and $L$ unchanged, estimate the gain from
\[v=\frac{\mu F}{[1+(\mu F/v_{\rm sat})^b]^{1/b}}\]
for $b=1$ and $b=2$. Judge the other approximations.}

\subsection*{Model answer}

The counting in part (c) requires a transit time but not a constant mobility, so $G=\tau v/L$ still holds. Here $\mu F/v_{\rm sat}=0.5$, and
\begin{align}
b=1:\quad G&=\frac{5000}{1+0.5}=3333,\\
b=2:\quad G&=\frac{5000}{\sqrt{1+0.25}}=4472 .
\end{align}
The two curves represent a gradual and a sharper approach to saturation. They lower the gain by 33\% and 11\% relative to the low-field result. The value 5000 is thus a low-field estimate, and for these data a figure between about 3300 and 4500 is more reasonable. Raising the bias further brings a diminishing return, since $v$ cannot exceed $v_{\rm sat}$.

The lifetime also depends on the light. If the recombination rate is proportional to both the electron and the trapped-hole density, and $\tau$ is its low-light value, the balance becomes
\begin{equation}
g=\frac{p_t}{\tau}\,\frac{n_0+p_t}{n_0}
\quad\Rightarrow\quad
p_t\simeq g\tau\left(1-\frac{g\tau}{n_0}\right).
\end{equation}
The gain falls by 1\%, to 4951 at low-field velocity. Stronger light would reduce it further.

With the low-field current, the electrical power is $(5\ \mathrm{V})(809\ \mu\mathrm{A})=4.05$ mW; velocity saturation would lower it. If this heat flows straight down through $2\ \mu\mathrm{m}$ of oxide, with a rough conductivity of 0.014 W/(cm K), the temperature rise is
\begin{equation}
\Delta T=\frac{(4.05\times10^{-3}\ \mathrm{W})(2\times10^{-4}\ \mathrm{cm})}
{(0.014\ \mathrm{W/(cm\,K)})(10^{-5}\ \mathrm{cm^2})}=5.8\ \mathrm{K}.
\end{equation}
With a rough $T^{-2.4}$ law, the mobility drops by 4.5\% from its value at 300 K. At fixed bias the steady gain falls by roughly twice this fraction, because the extra heating under light also slightly lowers the much larger dark current. The field is 60 times below a rough breakdown field of 300 kV/cm, so avalanche multiplication is not expected to contribute.

The doping and dimensions are plausible for a lightly doped silicon photoconductor, but the film holds only $10^{11}$ electrons per $\mathrm{cm^2}$. A conducting substrate under $2\ \mu\mathrm{m}$ of oxide acts as a gate and can induce about half that charge at 5 V. If it sits at the potential of either contact, the dark current changes by about a quarter and the field varies along the bar by a factor of 1.5 to 2, while the constant-mobility gain changes by less than 1\%. The mobility is somewhat below the bulk value at this doping, which is roughly $1350\ \mathrm{cm^2/Vs}$. The demanding assumption is the trapping. To have $s<1$, a hole must be captured within its free transit time of 0.44 ns; for a capture cross-section of $10^{-14}\ \mathrm{cm^2}$ this needs a trap density above roughly $10^{16}\ \mathrm{cm^{-3}}$, more than ten times $n_0$. Ordinary silicon has mobile holes, and if the cathode removes them the model of part (d) gives a gain near 1.6, not thousands. A film $1\ \mu\mathrm{m}$ thick also needs well-passivated surfaces to keep a lifetime of $1\ \mu\mathrm{s}$; with trapped holes, the gain falls in proportion if the lifetime is shorter.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lifetime = 1.0 us
electron mobility = 1000 cm2/Vs
bias = 5.0 V
contact spacing = 10.0 um = 1.0e-03 cm
field = 5000 V/cm
low-field drift velocity = 5.00e+06 cm/s
transit time = 0.200 ns
photoconductive gain = 5000.0 (no unit)
gain from counted anode arrivals = 5010 (no unit)
charge per photon, no replacement = 0.500 e
temperature = 300 K
bar width = 100 um, thickness = 1.0 um
generation rate = 1.0e+19 per cm3 per s
dark electron density = 1.0e+15 cm^-3
excess electron density = 1.0e+13 cm^-3
absorbed photon rate = 1.0e+10 per s
primary current (gain one) = 1.602 nA
photocurrent = 8.011 uA
dark current = 801.1 uA
hole mobility where s = 1: 0.20 cm2/Vs
hole mobility 0.002 cm2/Vs: gain formula 4950, with diffusion 4912.4
hole mobility 0.02 cm2/Vs: gain formula 4500.1, with diffusion 4450.9
hole mobility 0.2 cm2/Vs: gain formula 1839.8, with diffusion 1816.8
hole mobility 450 cm2/Vs: gain formula 1.6109, with diffusion 1.5942
fast-hole limit of gain = 1.611 (no unit)
injected density scale = 3.23e+13 cm^-3
dark current rise from space charge = 1.67 %
gain with contact space charge = 4997.2 (no unit)
rough saturation velocity = 1.0e+07 cm/s
gain with saturation, b = 1: 3333 (no unit)
gain with saturation, b = 2: 4472 (no unit)
gain with light-dependent lifetime = 4951 (no unit)
electrical power = 4.05 mW
oxide thickness = 2.0 um
rough oxide conductivity = 0.014 W/(cm K)
temperature rise across oxide = 5.8 K
mobility loss from heating = 4.5 % (rough T^-2.4 law)
rough breakdown field = 300 kV/cm
breakdown field / applied field = 60 (no unit)
\end{verbatim}
